# When quasiparticle corrections to band offsets reduce to bulk edge shifts

**Question.** A band offset computed with an approximate density functional can be corrected by shifting the band edges of the two bulk crystals by their quasiparticle corrections, while the electrostatic lineup at the interface is kept. Why can this work, what does screening do to errors in the charge transferred across the interface, and when is the recipe not good enough?

**Answer.** The offset contains two kinds of information. One is where each crystal's band edge lies relative to its own average electrostatic potential; this belongs to the bulk. The other is how the two averages line up, which follows from the charge density at the junction. A quasiparticle correction moves energies directly, but it can move the lineup only by moving charge.

Take a planar, non-polar junction A|B between insulators, with fixed ions and no field deep inside either side. Hartree atomic units are used, and $\Delta$ means B minus A. Let $X(z)$ be the electrostatic potential energy of an electron, averaged over the interface plane and then over a cell along $z$ (over both periods in turn if they differ), and let $\rho(z)$ be the charge density averaged in the same way. An electron has charge $-1$, so Poisson's equation reads $X''=4\pi\rho$. Since $X'$ vanishes deep on both sides, integration by parts gives

$$
\Delta X=\int X'\,dz=\big[zX'\big]-\int zX''\,dz=-4\pi\int z\,\rho(z)\,dz .
$$

No eigenvalue appears. Adding and subtracting $X$ in the valence offset $O=\Delta E_v$ gives

$$
O=\Delta(E_v-X)+\Delta X .
$$

Let $d_v$ be the correction to $E_v-X$ in a bulk crystal. Subtracting the starting offset from the corrected one leaves

$$
\delta O=\Delta d_v+\delta(\Delta X).
$$

If the starting density is already right, the last term is zero and the correction is exactly the difference of bulk edge shifts. With an approximate density there is a remainder, and its size must be found.

## Which part of a correction moves charge

Describe the correction by a static Hermitian operator $\Sigma$. Let $P$ project on the occupied states of the starting Hamiltonian and $Q=1-P$ on the empty ones. If $Q\Sigma P=0$, the corrected Hamiltonian still has no element between the two spaces. As long as the gap stays open, the same space is filled, so the density and the lineup are unchanged, however large the shifts are.

Now let the correction shift valence states by $d_v(z)$ and conduction states by $d_c(z)$, with different constants in A and B:

$$
\Sigma=\tfrac12\{P,d_v\}+\tfrac12\{Q,d_c\},\qquad \{A,B\}=AB+BA .
$$

Define the midgap shift $w=(d_v+d_c)/2$ and the half-opening $g=(d_c-d_v)/2$, so that $d_v=w-g$ and $d_c=w+g$. Collecting terms and using $P+Q=1$,

$$
\Sigma=\tfrac12\{P+Q,w\}+\tfrac12\{Q-P,g\}=w+\tfrac12\{Q-P,g\}.
$$

The second part has no valence–conduction block:

$$
\tfrac12 Q\big[(Q-P)g+g(Q-P)\big]P=\tfrac12(QgP-QgP)=0 .
$$

Suppose $P$ is the self-consistent projector with the local potential $w$ alone. Adding the $g$ part, built with this same $P$, leaves it a self-consistent solution as long as the gap stays open. For the density, this correction therefore acts as the local potential $w$, provided $P$ is updated to self-consistency. If $P$ is instead kept from the starting Hamiltonian while $w$ differs between A and B, a gap-opening $g$ part resists the change of the occupied space, and the result for $w$ alone is only approximate. A correction of this form that opens the gap symmetrically about an unshifted midgap moves no charge, even if the opening differs between A and B.

## What screening does

Let a small potential $u$ act on the electrons. With $\chi_0$ the density response to the total potential and $v$ the Coulomb interaction,

$$
u_{\rm tot}=u+v\chi_0u_{\rm tot}
\quad\Rightarrow\quad
u_{\rm tot}=(1-v\chi_0)^{-1}u .
$$

This is response at the Hartree level; a density-dependent exchange-correlation potential would add its own kernel. Let $f$ be the fraction of the imposed step that survives far from the interface, $\Delta u_{\rm tot}=f\,\Delta u$. Two kinds of error must then be booked differently.

If charge is misplaced by hand and held fixed as an external source, its bare potential is electrostatic and belongs to $\Delta X$. After the electrons relax around it, the lineup error is $f$ times the bare one. (Electrons that are only displaced and then left free return to the self-consistent density and leave no error.) If instead the error is a non-electrostatic potential $w$, only the induced part belongs to $\Delta X$:

$$
\delta(\Delta X)=f\Delta w-\Delta w=-(1-f)\Delta w .
$$

Strong screening makes this larger, not smaller. The offset becomes

$$
\delta O=\Delta d_v-(1-f)\Delta w=-\Delta g+f\Delta w ,
$$

where $d_v=w-g$ was used in the last step. So for $f\to0$ the offset forgets the midgap shifts, but it does so because the lineup cancels them. Keeping the old lineup would then be wrong by the whole of $\Delta w$. A third case is an error in the final, already relaxed density: it enters the dipole integral directly and receives no further reduction.

Is $f$ equal to $1/\varepsilon$, with $\varepsilon$ the electronic permittivity? It depends on where the step lies. Consider a homogeneous crystal of charged sheets. The screened interaction $K=(1-v\chi_0)^{-1}v=v+v\chi_0v+\dots$ is symmetric, because $v$ and $\chi_0$ are. Hence the far potential step made by a dipole in bond $b$ equals the potential drop in bond $b$ made by the same charges placed on two distant plates. Such plates create a uniform displacement field $D$. Dividing by the unscreened drop gives

$$
f_b=F_b/D ,
$$

with $F_b$ the microscopic field in that bond, both counted as slopes of the electron's energy. For bonds of equal length, the average of $f_b$ over a cell is the mean field divided by $D$, which is $1/\varepsilon$. A step spread evenly over a cell is thus reduced by $\varepsilon$; a step inside one bond is reduced by a local factor.

## A model in which every factor can be followed

Take chains with alternating hoppings $-t_1$ (strong) and $-t_2$ (weak), two electrons per cell, and sites a distance $d$ apart. Each site is a charged sheet of area $a$ per chain, with a compensating core charge $+1$. With $\theta=kd$, the element between the two sites of a cell is $-h$, where

$$
h=t_1e^{i\theta}+t_2e^{-i\theta}=|h|e^{i\varphi},\qquad
|h|^2=S^2\cos^2\theta+m^2\sin^2\theta ,
$$

$S=t_1+t_2$ and $m=t_1-t_2$. The bands are $\mp|h|$ and the gap is $2m$, at $\theta=\pi/2$.

The valence and conduction vectors are $(1,\pm e^{-i\varphi})/\sqrt2$. Between them the position operator $i\partial_k$ has the element $-\varphi'/2$. From $\tan\varphi=(m/S)\tan\theta$ one finds $\varphi'=d\varphi/dk=d\,Sm/|h|^2$. Half the site difference, $\tau=\pm\frac12$ on the left and right site, has the element $+\frac12$.

Let the electron energy contain a mean slope $F$ and a staggered part $u\tau$. First-order perturbation theory, with two spins, two conjugate terms and energy denominator $2|h|$, gives per cell

$$
\delta\langle z\rangle=-\alpha_{zz}F+\alpha_{z\tau}u,\qquad
\delta\langle\tau\rangle=\alpha_{z\tau}F-\alpha_{\tau\tau}u ,
$$

$$
\alpha_{zz}=\Big\langle\frac{\varphi'^2}{2|h|}\Big\rangle_k,\quad
\alpha_{z\tau}=\Big\langle\frac{\varphi'}{2|h|}\Big\rangle_k,\quad
\alpha_{\tau\tau}=\Big\langle\frac{1}{2|h|}\Big\rangle_k .
$$

The left site gains $\delta\langle\tau\rangle$ electrons and the right site loses them. Poisson's equation at the left sheet is $-2u/d=-4\pi\,\delta\langle\tau\rangle/a$, so $u=\kappa\,\delta\langle\tau\rangle$ with $\kappa=2\pi d/a$. Eliminating $\delta\langle\tau\rangle$,

$$
u=\frac{\kappa\alpha_{z\tau}}{1+\kappa\alpha_{\tau\tau}}F,\qquad
\delta\langle z\rangle=-\alpha F,\qquad
\alpha=\alpha_{zz}-\frac{\kappa\alpha_{z\tau}^2}{1+\kappa\alpha_{\tau\tau}} .
$$

A cell has volume $2da$, so the displaced electrons add a slope $-4\pi\alpha F/(2da)$ to the applied slope $D$. From $F=D-2\pi\alpha F/(da)$,

$$
\varepsilon=\frac DF=1+\frac{2\pi\alpha}{da}.
$$

The energy rises by $Fd-u$ across a strong bond and by $Fd+u$ across a weak one. With $\lambda=u/(Fd)$, the surviving fractions are

$$
f_{\rm weak}=\frac{1+\lambda}{\varepsilon},\qquad
f_{\rm strong}=\frac{1-\lambda}{\varepsilon}.
$$

## The numbers

Let $d=3$ bohr and $a=20$ bohr². Material A has $(t_1,t_2)=(0.12,0.07)$ Ha and a gap of 0.10 Ha; B has $(0.14,0.06)$ Ha and a gap of 0.16 Ha. These are model parameters. The formulas give $\varepsilon_A=9.25$ and $\varepsilon_B=4.06$, and tests with steps imposed on long homogeneous chains agree.

In A the weak-bond fraction is 0.239 and the strong-bond fraction $-0.023$. Their mean, 0.108, is $1/9.25$. The negative value means $\lambda>1$: the local field in the strong bond is reversed. In B the fractions are 0.480 and 0.012.

Now join 36 cells of each material in a ring, with a weak bond at both interfaces (hopping 0.065 Ha, the mean of the two weak values), and place the site levels of B a bare $L=0.05$ Ha above those of A. These levels are short-range properties of the materials and are not counted in $X$. The valence edge lies $m$ below the site level, so the bulk part of the offset is

$$
0.05-0.08+0.05=0.02\ \text{Ha}.
$$

The self-consistent lineup is $-0.03233$ Ha, both from the potential and from the dipole moment. The offset is therefore $0.02000-0.03233=-0.01233$ Ha, which is also the value read from the junction's Hamiltonian deep inside A and B.

About 0.0129 electrons per chain have moved to A at each interface. Moved across one bond, they would give $-4\pi(0.01293)(3)/20=-0.0244$ Ha. The remaining $-0.0080$ Ha comes from polarization of the bonds on either side.

For this junction $f=0.343$. Misplace a charge of 0.005 electrons per chain from B to A across each interface bond and hold it fixed while the electrons relax. The bare lineup error is $-4\pi(0.005)(3)/20=-0.00942$ Ha, and $f$ reduces it to $-0.00324$ Ha; the self-consistent calculation gives $-0.00326$ Ha. Dividing by $\varepsilon_A$ would have given $-0.0010$ Ha and by $\varepsilon_B$ $-0.0023$ Ha. Screening does reduce the error, but neither bulk permittivity gives the right factor for charge moved across this one bond.

Next apply gap corrections of the form derived above, with $P$ updated to self-consistency.

- **Symmetric.** The edges move by $\mp0.01$ Ha in A and $\mp0.03$ Ha in B. The density does not change within numerical accuracy, and the offset changes by the bulk value, $-0.02000$ Ha.
- **Asymmetric.** The shifts $(d_v,d_c)$ are $(-0.01,0.01)$ Ha in A and $(-0.04,0.02)$ Ha in B. Now $\Delta d_v=-0.03$ Ha and $\Delta w=-0.01$ Ha. The predicted lineup change is $-(1-0.343)(-0.01)=0.0066$ Ha, and the calculated one is 0.0065 Ha. The offset changes by $-0.0235$ Ha, not by $-0.03$ Ha.

## A correction that also changes the screening

A nonlocal exchange operator need not have this convenient form. Let $\Sigma_{ij}=-K_{ij}P_{ij}$ act between nearest neighbours, with $P$ the self-consistent projector for one spin. It raises each hopping from $t$ to $t+K_{ij}P_{ij}$. In these bulk chains it opens the gap symmetrically about the site level, so $\Delta w=0$. The lineup still changes, because the altered bonds screen differently: strengthening the strong bonds raises $f$, strengthening the weak bonds lowers it, and in the cases below the first effect is the larger.

To see by how much, change the sign of the orbitals on every second site. This reverses all hoppings and leaves the site potentials $U$ alone, so it turns $H(U)$ into $-H(-U)$ and exchanges filled and empty states. For neighbours it follows that $P_{ij}(U)=P_{ij}(-U)$, and on a site $P_{ii}(U)=1-P_{ii}(-U)$. Two consequences follow. Without a level step each site holds one electron and the lineup is zero. And the bonds do not change to first order in $U$, so the linear response may be computed with fixed bonds. To linear order in $L$,

$$
\Delta X=-(1-f)L\quad\Rightarrow\quad \delta(\Delta X)=L\,\delta f ,
$$

where $f$ is evaluated without the level step. It is 0.3586 before the correction.

Choose $K=0.03$ Ha in A and 0.10 Ha in B, with the mean of the two on the interface bonds. The bulk valence edges move by $-0.0094$ and $-0.0389$ Ha, so $\Delta d_v=-0.0295$ Ha. The fraction $f$ rises to 0.4760, which predicts a lineup change of $0.05(0.4760-0.3586)=0.0059$ Ha; the self-consistent value is 0.0058 Ha. The offset changes by $-0.0236$ Ha ($-0.64$ eV), while the bulk shifts alone give $-0.80$ eV. The remainder is 20% of the bulk part in size: the bulk shifts dominate, but the lineup change is not negligible.

With $K=0.05$ Ha in both materials the edge shifts nearly cancel, $\Delta d_v=-0.00285$ Ha. The lineup change, 0.0044 Ha, is now 1.5 times as large and of opposite sign. The offset moves by $+0.04$ eV where the bulk recipe predicts $-0.08$ eV. The remainder is similar in size to that of the first case; what has vanished is the large bulk term beside it.

## When the recipe may be trusted

The bulk recipe needs a lineup change that is small compared with $\Delta d_v$. In the cases treated here this means two conditions: $(1-f)\Delta w$ is small, which, unless $f$ is near 1, requires the midgap corrections measured from $X$ to be nearly equal in A and B; and $L\,\delta f$ is small. Screening helps with the second condition when it makes $f$ itself small both before and after the correction. A large permittivity alone does not ensure this for a step inside one bond: in A the weak-bond fraction is still 0.24 at $\varepsilon_A=9.25$. Strong screening does not help with the first condition. A direct check is to compute $\Delta X$ from the starting density and from a density that includes the correction: their difference is the term the recipe leaves out.

The offset identity and the projector argument have different ranges. The identity does not require $\Sigma$ to be static. The projector argument does, because the density of an energy-dependent self-energy is not in general that of a single projector. It also needs a gap throughout the junction. At a Schottky contact the edge of one insulator is replaced by the metal's Fermi level, and the barrier still splits into bulk terms and a lineup, but a correction can refill states at the Fermi level, so an unchanged density is no longer guaranteed by the argument above. Polar interfaces with residual fields need a position-dependent reference in place of two constant averages. If the ions may move, they respond as well, and the electronic $f$ used here no longer describes the full response.

The numerical output gives the values to more digits.

## Computed results

```
sheet spacing: 3.0 bohr
area per chain: 20.0 bohr^2
cells per material: 36
A strong, weak hopping: 0.120, 0.070 Ha
A uncorrected gap: 0.100 Ha
A permittivity, bulk formula: 9.2465
A permittivity, one-cell ramp: 9.2465
A surviving fraction, weak bond: formula 0.2391, step 0.2391
A surviving fraction, strong bond: formula -0.0228, step -0.0228
B strong, weak hopping: 0.140, 0.060 Ha
B uncorrected gap: 0.160 Ha
B permittivity, bulk formula: 4.0606
B permittivity, one-cell ramp: 4.0606
B surviving fraction, weak bond: formula 0.4804, step 0.4804
B surviving fraction, strong bond: formula 0.0122, step 0.0122
bare site-level step: 0.050 Ha
electrons moved to A per interface and chain: 0.01293
lineup from potential: -0.03233 Ha
lineup from dipole moment: -0.03233 Ha
bulk valence-edge step: 0.02000 Ha
valence offset read in junction: -0.01233 Ha
surviving fraction f at interface bond: 0.3433
symmetric: shifts A (-0.01, 0.01), B (-0.03, 0.03) Ha
  largest site-density change: 3.5e-12 electrons
  bulk edge part -0.02000, midgap step 0.00000 Ha
  lineup change -0.00000, predicted -0.00000 Ha
  offset change read in junction: -0.02000 Ha
asymmetric: shifts A (-0.01, 0.01), B (-0.04, 0.02) Ha
  largest site-density change: 2.3e-03 electrons
  bulk edge part -0.03000, midgap step -0.01000 Ha
  lineup change 0.00654, predicted 0.00657 Ha
  offset change read in junction: -0.02346 Ha
bare error: electrons moved per chain: 0.0050
  bare lineup error: -0.00942 Ha
  error after relaxation: -0.00326 Ha
  f times bare error: -0.00324 Ha
unequal exchange: strengths A 0.03, B 0.10 Ha
  valence-edge shifts A -0.00941, B -0.03888 Ha
  f without level step 0.3586 -> 0.4760
  lineup change 0.00584, predicted 0.00587 Ha
  bulk edge part -0.02947 Ha = -0.802 eV
  offset change in junction -0.02362 Ha = -0.643 eV
  |lineup change / bulk edge part|: 0.198
equal exchange: strengths A 0.05, B 0.05 Ha
  valence-edge shifts A -0.01608, B -0.01892 Ha
  f without level step 0.3586 -> 0.4468
  lineup change 0.00439, predicted 0.00441 Ha
  bulk edge part -0.00285 Ha = -0.077 eV
  offset change in junction 0.00154 Ha = 0.042 eV
  |lineup change / bulk edge part|: 1.542
```
